# Scaling check for semilocal functionals: theory and settings

## What goes wrong without it

A functional can give the right signs on an atomic density and still break an exact condition on another density. On the Ga⁺ ion the LYP correlation energy and its kinetic part have the right signs, yet on a positive, rippled two-electron density treated below LYP returns \(E_c=+0.428\) Ha, where the exact value cannot be positive. Testing density by density finds such a fault only when the chosen density places its electrons in the offending region. The direct test of a scaling condition has a second weakness: the scaled density \(n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)\) slides across a quadrature grid that is held fixed as \(\gamma\) changes, so the quadrature error changes with \(\gamma\) and enters the derivatives that the conditions concern; its size depends on the functional. For Ga⁺ with 75 radial points the coupling-constant curvature of LYP is off by about \(10^{-5}\) Ha, while that of SCAN comes out near \(-1.9\) Ha instead of \(-2.26\) Ha; with the 1000 radial points used below the effect stays below the printed digits. The scaling check avoids both problems. It obtains the \(\gamma\)-dependence from one fixed grid and turns each condition into a pointwise inequality that can be scanned with no density at all. The pointwise inequalities are sufficient for the exact conditions, not necessary.

Hartree atomic units are used, and densities are spin-unpolarized.

## The exact conditions

Let \(F^\lambda[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\lambda\hat V_{ee}|\Psi\rangle\). The map \(\Psi_\gamma=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots,\gamma\mathbf r_N)\) takes the states that yield \(n\) one-to-one onto those that yield \(n_\gamma\). Substituting \(\mathbf r_i\to\mathbf r_i/\gamma\) multiplies \(\langle\hat T\rangle\) by \(\gamma^2\) (two derivatives) and \(\langle\hat V_{ee}\rangle\) by \(\gamma\) (one inverse length), so
\[F^1[n_\gamma]=\min_{\Psi\to n}\left(\gamma^2\langle\hat T\rangle+\gamma\langle\hat V_{ee}\rangle\right)=\gamma^2F^{1/\gamma}[n].\]
The same argument at zero coupling shows that the minimizer \(\Phi\), assumed to be a nondegenerate determinant, scales into \(\Phi_\gamma\). Hence \(T_s[n_\gamma]=\gamma^2T_s[n]\), and since \(U+E_x=\langle\Phi|\hat V_{ee}|\Phi\rangle\) and the Hartree energy \(U\) scales as \(\gamma\), also \(E_x[n_\gamma]=\gamma E_x[n]\). Define \(E_c^\lambda=F^\lambda-T_s-\lambda(U+E_x)\), with \(E_c=E_c^1\). Setting \(\gamma=1/\lambda\) and multiplying \(E_c[n_{1/\lambda}]\) by \(\lambda^2\) reproduces each term:
\[E_c^\lambda[n]=\lambda^2E_c[n_{1/\lambda}],\qquad G(\lambda)\equiv\frac{E_c^\lambda}{\lambda}=\frac{E_c[n_\gamma]}{\gamma}.\]

\(F^\lambda\) is concave. For \(\lambda=t\lambda_1+(1-t)\lambda_2\) with \(0\le t\le1\) and minimizer \(\Psi\), it equals \(t\langle\hat T+\lambda_1\hat V_{ee}\rangle+(1-t)\langle\hat T+\lambda_2\hat V_{ee}\rangle\), and each expectation value is at least the corresponding minimum. Subtracting terms linear in \(\lambda\) leaves \(E_c^\lambda\) concave, with \(E_c^0=0\). Three conditions follow.

C0. Using \(\Phi\) as a trial state gives \(F^\lambda\le T_s+\lambda(U+E_x)\), so \(E_c\le0\).

C1. Concavity between \(0\) and \(\lambda\) gives \(E_c^{t\lambda}\ge tE_c^\lambda\); dividing by \(t\lambda\) gives \(G(t\lambda)\ge G(\lambda)\). So \(G\) does not increase with \(\lambda\), and \(E_c[n_\gamma]/\gamma\) does not decrease with \(\gamma\). Where \(F^\lambda\) is differentiable, stationarity of the minimizer gives \(dF^\lambda/d\lambda=\langle\hat V_{ee}\rangle\), so \(U_c=dE_c^\lambda/d\lambda\) is the potential part of the correlation energy. At \(\lambda=1\), differentiating \(\lambda^2E_c[n_{1/\lambda}]\) gives \(U_c=2E_c-dE_c/d\gamma\), and the kinetic part is \(T_c=E_c-U_c=dE_c/d\gamma-E_c\). Applied to the density \(n_\gamma\), and with \(d/d\gamma=-\lambda^2d/d\lambda\),
\[T_c[n_\gamma]=\gamma\frac{dE_c}{d\gamma}-E_c=\gamma^2\frac{d}{d\gamma}\frac{E_c}{\gamma}=-G'(\lambda),\]
so C1 states \(T_c\ge0\).

C2. Where the second derivative exists, \(d^2E_c^\lambda/d\lambda^2=2G'+\lambda G''=(\lambda^2G')'/\lambda\le0\). Since \(-\lambda^2G'=T_c[n_\gamma]/\gamma^2\), this states that \(T_c[n_\gamma]/\gamma^2\) does not increase with \(\gamma\).

## Scaling on a fixed grid

Consider \(E=\int n\,\varepsilon(n,\sigma,\tau)\,d^3r\) with \(\sigma=|\nabla n|^2\) and \(\tau=\tfrac12\sum_i|\nabla\phi_i|^2\) over occupied spin orbitals. The orbitals scale as \(\gamma^{3/2}\phi_i(\gamma\mathbf r)\) and each gradient adds a factor \(\gamma\), so at corresponding points \(n,|\nabla n|,\tau\) are multiplied by \(\gamma^3,\gamma^4,\gamma^5\). Define
\[r_s=\left(\frac{3}{4\pi n}\right)^{1/3},\quad k_F=(3\pi^2n)^{1/3},\quad s=\frac{|\nabla n|}{2k_Fn},\quad\alpha=\frac{\tau-\sigma/8n}{\tfrac3{10}k_F^2n}.\]
Then \(k_F\to\gamma k_F\); \(s\) carries \(\gamma^4/\gamma^4\); both terms in the numerator of \(\alpha\) carry \(\gamma^5\), as does its denominator. So \(s\) and \(\alpha\) are invariant and \(r_s\to r_s/\gamma\). For \(n>0\) the map \((n,|\nabla n|,\tau)\leftrightarrow(r_s,s,\alpha)\) is invertible, so writing the functional in these variables assumes nothing about it.

Let \(\varepsilon_x^{\rm unif}=-3k_F/4\pi=-a/r_s\), where \(k_Fr_s=(9\pi/4)^{1/3}\) gives \(a=0.458165\) Ha bohr, and let \(F=\varepsilon/\varepsilon_x^{\rm unif}\). In \(E[n_\gamma]\) substitute \(\mathbf r\to\mathbf r/\gamma\). The Jacobian \(\gamma^{-3}\) cancels the \(\gamma^3\) of \(n_\gamma\), and \(\varepsilon_x^{\rm unif}(r_s/\gamma)=\gamma\,\varepsilon_x^{\rm unif}(r_s)\):
\[E[n_\gamma]=\gamma\int n\,\varepsilon_x^{\rm unif}(r_s)\,F(r_s/\gamma,s,\alpha)\,d^3r .\]
All fields on the right belong to the unscaled density, so \(G(\lambda)=\int n\varepsilon_x^{\rm unif}F(x,s,\alpha)\,d^3r\) with \(x=\lambda r_s\). Let \(D=x\,\partial/\partial x\) at fixed \(s,\alpha\), and define the margins
\[m_0=F,\qquad m_1=DF=xF',\qquad m_2=DF+D^2F=2xF'+x^2F''=(x^2F')',\]
where \(D^2F=xF'+x^2F''\) was used. Because \(\lambda\,d/d\lambda\) acts on \(F\) as \(D\), one has \(\lambda G'=\int n\varepsilon_x^{\rm unif}m_1\) and \(\lambda^2G''=\int n\varepsilon_x^{\rm unif}x^2F''\). Therefore
\[T_c[n_\gamma]=-\gamma\!\int\! n\varepsilon_x^{\rm unif}m_1,\quad U_c=G+\lambda G'=\!\int\! n\varepsilon_x^{\rm unif}(m_0+m_1),\quad\frac{d^2E_c^\lambda}{d\lambda^2}=\frac1\lambda\!\int\! n\varepsilon_x^{\rm unif}m_2 .\]
Here \(U_c=dE_c^\lambda/d\lambda\) belongs to the unscaled density \(n\) at coupling \(\lambda\); for the scaled density at full coupling \(U_c[n_\gamma]=E_c[n_\gamma]-T_c[n_\gamma]=\gamma G+G'=\gamma(G+\lambda G')\), and the two coincide at \(\gamma=1\). The weight \(n\varepsilon_x^{\rm unif}\) is negative, so \(m_0,m_1,m_2\ge0\) everywhere guarantee C0, C1, C2 for every density. For exchange the pointwise condition is \(m_1=0\). If \(F\) and \(x^2F'\) vanish as \(x\to0\), integrating \(m_2\ge0\) from \(0\) gives \(m_1\ge0\), and integrating \(F'\ge0\) gives \(m_0\ge0\); this chain needs the inequality on the whole interval down to zero, not at one point.

The converse fails because a negative margin in one region can be outweighed elsewhere. The margins also depend on the form of the energy density, which an integration by parts alters without altering \(E\). A flag marks where to look for a global violation and does not establish one.

## What is computed

At each \((r_s,s,\alpha)\) the definitions are inverted to \((n,\sigma,\tau)\), and the functional routine returns \(\varepsilon\) and the partial derivatives \(v_n,v_\sigma,v_\tau\) of \(e=n\varepsilon\). The chain rule along the scaling path gives \(\gamma\,de/d\gamma=3nv_n+8\sigma v_\sigma+5\tau v_\tau\). The product rule gives \(\gamma\,de/d\gamma=3n\varepsilon-nD\varepsilon\), since raising \(\gamma\) lowers \(r_s\). From \(F=-r_s\varepsilon/a\) follows \(DF=-(r_s/a)(\varepsilon+D\varepsilon)\), and eliminating \(D\varepsilon\),
\[m_1=\frac{r_s}{a}\left[\frac{3nv_n+8\sigma v_\sigma+5\tau v_\tau}{n}-4\varepsilon\right].\]
Then \(m_2=m_1+Dm_1\), with \(Dm_1\) from a central difference of step \(h\) in \(\ln r_s\).

At \(r_s=1\) bohr, \(s=1.7\), \(\alpha=1\), the ingredients are \(n=0.238732\) bohr⁻³ and \(\sigma=2.426622\) bohr⁻⁸. LYP returns \(\varepsilon=-0.003846\) Ha, \(v_n=-0.101691\) Ha, \(v_\sigma=0.003498\) Ha bohr⁵. Then \(m_0=0.003846/0.458165=0.00839\). The bracket is \(-0.30507+0.28445+0.01538=-0.00524\) Ha, the middle term being \(8\times2.426622\times0.003498/0.238732\), so \(m_1=-0.00524/0.458165=-0.0114\). The point passes C0 locally and fails C1. PBE gives \((m_0,m_1,m_2)=(0.0123,0.0129,0.0256)\) there and SCAN \((0.0505,0.0441,0.0774)\).

## Closed-form references

**LYP.** With parameters \(a_L,b,c,d\), \(u=n^{-1/3}=(4\pi/3)^{1/3}r_s\), \(C_F=\tfrac3{10}(3\pi^2)^{2/3}\) and \(\delta=cu+du/(1+du)\), the unpolarized Laplacian-free form of LYP is
\[\varepsilon_c=-\frac{a_L}{1+du}\left\{1+b\,e^{-cu}\left[C_F-\frac{3+7\delta}{72}\,\frac{\sigma}{n^{8/3}}\right]\right\}.\]
Since \(\sigma=4k_F^2n^2s^2=\tfrac{40}{3}C_Fn^{8/3}s^2\) and \(\tfrac{40}{3\cdot72}=\tfrac5{27}\), multiplying by \(-r_s/a\) gives \(F=A-Bs^2\) with
\[A=\frac{a_Lr_s}{a(1+du)}\left(1+bC_Fe^{-cu}\right),\qquad B=\frac{a_Lr_s}{a(1+du)}\,bC_Fe^{-cu}\,\frac5{27}(3+7\delta).\]
For \(L_0=1\), \(L_1=D\), \(L_2=D+D^2\), the margins are \(m_k=L_kA-s^2L_kB\). The program asserts \(L_kA>0\) on \(0.05\le r_s\le50\) bohr, so there a violation needs \(L_kB>0\) and \(s>s_k^*=(L_kA/L_kB)^{1/2}\). At \(r_s=1\) bohr, \(m_1=0.04797-0.02055\times1.7^2=-0.0114\), as found above, and \(s_0^*,s_1^*,s_2^*=1.790,1.528,1.507\). As \(r_s\to0\), \(A\) and \(B\) are both linear in \(r_s\) and \(\delta\to0\), so \(L_k\) multiplies both by the same number and the three boundaries merge at \(s^{*2}=\tfrac95(1+1/bC_F)\); with \(bC_F=0.37900\), \(s^*=2.559\). \(DB\) changes sign at \(r_B=2.534\) bohr, beyond which \(m_1<0\) cannot occur at any \(s\). The lowest \(m_2\) boundary lies far away, at \(s_2^*=0.574\) for \(r_s=16.5\) bohr. To leading order in large \(cu\) the exponential controls the derivatives, \(DB\approx-cuB\) and \(D^2B\approx(cu)^2B\), so \(L_2B\) is positive again at low density although \(L_1B\) is negative.

**PBE.** Write \(\varepsilon_{\rm LDA}=-\gamma_P\ln(1+w)\), which defines \(w>0\), with \(\gamma_P=(1-\ln2)/\pi^2\). The PBE gradient variable is \(t^2=\sigma/4k_s^2n^2=\pi k_Fs^2/4\), from \(k_s^2=4k_F/\pi\). With \(y=(\beta/\gamma_P)t^2/w\), the gradient term is \(\gamma_P\ln[1+w(y+y^2)q]\), \(q=1/(1+y+y^2)\). As \((y+y^2)q=1-q\), the argument is \(1+w-wq\), and adding \(\varepsilon_{\rm LDA}\) divides it by \(1+w\):
\[\varepsilon_c=\gamma_P\ln(1-pq),\qquad p=\frac{w}{1+w}.\]
Since \(0<pq<1\), \(m_0>0\) for all \(s\). For C1, let \(\ell(z)=-\ln(1-z)\) and \(\eta=z\ell'/\ell=z/[(1-z)\ell]\). Then \(F=(\gamma_P/a)r_s\ell(pq)\) and
\[D\ln F=1+\eta(pq)\,(D\ln p+D\ln q).\]
\(\eta\) increases, because \(d\ln\eta/dz=(1-z)^{-1}(1/z-1/\ell)\) and \(\ell>z\). Because \(k_F\propto1/r_s\), \(y\propto s^2/(r_sw)\), so \(D\ln q\ge0\) wherever \(r_sw\) increases. If \(D\ln p\ge0\) the right side is positive. If \(D\ln p<0\), then \(\eta(pq)\le\eta(p)\) gives \(D\ln F\ge1+\eta(p)D\ln p=D\ln F_{\rm LDA}\). So \(m_1>0\) for every \(s\), given two facts about the LDA fit that the program asserts on a grid over \(0.05\le r_s\le50\) bohr: \(r_sw\) increases (from 4.661 to 10.047 bohr) and the LDA has \(m_1>0\).

## Scan results

The scan uses 46 logarithmically spaced \(r_s\) in \([0.05,50]\) bohr, 100 values of \(s\) in \([0.05,5]\), and for SCAN 21 values of \(\alpha\) in \([0,5]\). LYP is flagged at 43%, 35% and 48% of its grid points for \(m_0,m_1,m_2\). PBE and SCAN are flagged nowhere. For PBE \(m_2\) and for all SCAN margins this is an observation on a finite grid, not a theorem. The smallest PBE margins, \(1.05,1.10,2.28\times10^{-5}\), sit at the corner \(r_s=0.05\) bohr, \(s=5\). Their ratio near \(1:1:2\) is what \(F\propto r_s\) gives (\(DF=F\), \(m_2=2F\)), so they reflect a small \(F\) and not an approach to a sign change.

For exchange the largest \(|m_1|\) is at rounding level for PBE, SCAN and r²SCAN (about \(10^{-12}\) or less) and 0.44 for rSCAN, on a thinned grid that keeps every third \(r_s\), every fifth \(s\) and every second \(\alpha\); the rSCAN maximum depends on the grid and reaches 0.63 on the full one. rSCAN adds a constant \(\tau_r\) to the denominator of \(\alpha\), so its indicator is built from \(\alpha/(1+\tau_r/\tfrac3{10}k_F^2n)\), which depends on \(r_s\); the regularizer of r²SCAN is proportional to \(\sigma/8n\) and scales as \(\gamma^5\).

## Example with densities

For Ga⁺ (30 electrons, closed shell, PBE/def2-SVP orbitals) the fixed-grid formula gives \(E_c[n_{0.5}]=-1.240887\) Ha for LYP, equal in all printed digits to the energy of the density actually scaled (basis exponents times \(\gamma^2\)) on an unscaled grid. At \(\gamma=1\), in Ha:

| | \(E_c\) | \(T_c\) | \(U_c\) | curvature |
|---|---|---|---|---|
| PBE | −1.434 | 1.280 | −2.713 | −2.314 |
| LYP | −1.456 | 1.190 | −2.646 | −1.980 |
| SCAN | −1.449 | 1.266 | −2.715 | −2.260 |

For LYP, \(E_c=-39.6\) eV, \(T_c=32.4\) eV, and \(U_c=-1.45584-1.19041=-2.646\) Ha. All global signs are correct, yet 0.28 electrons lie where \(m_0<0\) and 0.048 where \(m_2<0\). None lie where \(m_1<0\): for \(r_s<r_B\) the ratio \(s/s_1^*\) peaks at 0.734, and the region with \(m_0<0\) starts only near \(r_s=4.0\) bohr (4.026 is the first sampled point inside it), beyond \(r_B\). Compression by \(\gamma=4\) carries that value to \(4.0/4=1.0\) bohr, next to the minimum of \(s_1^*\) at 1.03 bohr, with \(s\) unchanged; since \(m_0<0\) required \(s>s_0^*\ge1.734\), that \(s\) now exceeds \(s_1^*\approx1.53\). This mechanism supplies only part of the flagged region: 0.27 electrons come from points that had \(m_0<0\), and about 0.2 more from points where \(s\) was below \(s_0^*(r_s)\) but exceeds \(s_1^*(r_s/4)\). In all, 0.47 electrons have \(m_1<0\) while \(T_c[n_4]=1.600\) Ha stays positive, and \(T_c/\gamma^2\) has fallen from 1.190 to \(1.59988/16=0.100\) Ha, in the direction C2 requires. These numbers belong to the def2-SVP density. In def2-TZVP and def2-QZVP the table entries move by up to 0.003 Ha, while the tail-sensitive quantities move more: 0.33 and 0.30 electrons with \(m_0<0\), 0.060 and 0.056 with \(m_2<0\), a peak ratio \(s/s_1^*\) of 0.69, onset of \(m_0<0\) at 3.7 and 3.9 bohr, and 0.51 and 0.50 electrons with \(m_1<0\) at \(\gamma=4\). All signs are unchanged.

The rSCAN exchange energy departs from \(\gamma E_x[n]\), relative to that value, by \(1.6\times10^{-3}\) at \(\gamma=0.25\) and by \(-2.0\times10^{-5}\) at \(\gamma=4\) (\(1.5\times10^{-3}\) and \(-2.7\times10^{-5}\) with def2-QZVP orbitals). The constant \(\tau_r\) competes with a term growing as \(\gamma^5\), so its effect fades under compression and the departure levels off.

A global failure of C0 or C1 by LYP needs electrons where \(s\) exceeds \(s_0^*\) or \(s_1^*\), whose lowest values on \(0.05\le r_s\le50\) bohr are 1.734 and 1.528; for C2 the boundary at low density is much lower. The model \(n=Ce^{-4r}(1+0.5\cos40r)\), with \(r\) in bohr and \(C=5.09370\) bohr⁻³, holds two electrons in the single orbital \(\sqrt{n/2}\), so \(\alpha=0\). Its gradient is \(-Ce^{-4r}[4(1+0.5\cos40r)+20\sin40r]\); when the wavenumber is much larger than the decay constant the ripple term dominates and \(s^2\) grows as the square of the wavenumber. A larger \(s^2\) lowers \(m_0\) everywhere, because \(B>0\), and lowers \(m_1\) where \(DB>0\), that is for \(r_s<r_B\). LYP gives \(E_c=+0.428\) Ha (violating C0) and \(T_c=-0.083\) Ha (violating C1); PBE gives \(-0.021\) and \(+0.017\) Ha, SCAN \(-0.028\) and \(+0.025\) Ha. The numerical check that follows lists these model values.

## Settings

- **Range of \(r_s\).** A density spanning \([r_1,r_2]\), tested over \([\gamma_1,\gamma_2]\), samples \([r_1/\gamma_2,\,r_2/\gamma_1]\). A scan ending near \(r_B\) would miss the low-density \(m_2\) region of LYP. The upper end must keep \(n\) above the routine's density cutoff, below which it returns zero and every margin passes falsely. Logarithmic spacing matches \(D\).
- **Range of \(s\) and \(\alpha\).** To expose all LYP boundaries at high density, \(s\) must exceed 2.56. Only \(\alpha\ge0\) is physical: the Cauchy–Schwarz inequality applied to \(\nabla n=2\sum_i\phi_i\nabla\phi_i\) (real orbitals) gives \(\sigma\le8n\tau\).
- **Step and tolerance.** The central difference has truncation error \(h^2|D^3m_1|/6\) and rounding error of order \(\epsilon/h\), with \(\epsilon\) the absolute rounding error of \(m_1\). For the tolerance \(10^{-7}\) and \(|D^3m_1|\) of order one, \(h\) must lie well below \((6\times10^{-7})^{1/2}\approx8\times10^{-4}\) and well above \(10^7\epsilon\). For LYP \(|D^3m_1|\) exceeds 8 in the scanned box (8.3 on the grid points, at \(r_s\approx9\) bohr, \(s=5\)), which lowers the upper bound to about \(3\times10^{-4}\); the value used here is \(h=10^{-4}\). The tolerance must stay below the size of \(F\) in the corners of the box where it is small, here \(10^{-5}\) for PBE, or sign changes there go unseen.
- **Reading the output.** Percentages depend on the box and the spacing and do not count electrons. A flag should be followed by the three integrals on a density that populates the flagged region.
- **Scope.** With spin polarization the invariants are the relative polarization, three reduced gradient products and two \(\alpha\)'s, and the chain-rule sum runs over all components with the same weights 3, 8, 5. A density Laplacian enters with weight 5. Nonlocal terms, such as exact (Fock) exchange, full-range or range-separated, have no pointwise margin of this kind.

## Computed values

```
a in ex=-a/rs: 0.458165 Ha bohr
point: rs=1.0 bohr, s=1.7, alpha=1.0
 n=0.238732 bohr^-3, sigma=2.426622 bohr^-8, tau=1.534364 Ha/bohr^3
 PBE: eps=-0.005617 Ha, v_n=-0.026915 Ha, v_sigma=0.000789 Ha bohr^5, v_tau=0.000000
 PBE: m0=0.012260 m1=0.012855 m2=0.025588
 LYP: eps=-0.003846 Ha, v_n=-0.101691 Ha, v_sigma=0.003498 Ha bohr^5, v_tau=0.000000
 LYP: m0=0.008395 m1=-0.011421 m2=-0.013679
 SCAN: eps=-0.023160 Ha, v_n=-0.043791 Ha, v_sigma=0.000725 Ha bohr^5, v_tau=0.000000
 SCAN: m0=0.050549 m1=0.044095 m2=0.077391
PBE: rs*w = 4.661 bohr at rs=0.05, 10.047 bohr at rs=50
LYP m0: rs=1: LA=0.08600 LB=0.02685 s*=1.7896; min s*=1.734 at rs=1.71
LYP m1: rs=1: LA=0.04797 LB=0.02055 s*=1.5278; min s*=1.528 at rs=1.03
LYP m2: rs=1: LA=0.05015 LB=0.02209 s*=1.5069; min s*=0.574 at rs=16.51
LYP boundary as rs->0: s*=2.5592, b*CF=0.37900
LYP: DB changes sign at rB=2.534 bohr
scan: 46 rs in [0.05,50], 100 s in [0.05,5.0], 21 alpha in [0.0,5.0], tol 1e-07
 PBE m0: violated 0.00%, min 1.053e-05 at rs=0.050 s=5.00
 PBE m1: violated 0.00%, min 1.101e-05 at rs=0.050 s=5.00
 PBE m2: violated 0.00%, min 2.283e-05 at rs=0.050 s=5.00
 LYP m0: violated 43.09%, min -8.754e-01 at rs=2.321 s=5.00
 LYP m1: violated 34.89%, min -4.661e-01 at rs=1.077 s=5.00
 LYP m2: violated 48.09%, min -6.468e-01 at rs=0.680 s=5.00
 SCAN m0: violated 0.00%, min 1.217e-03 at rs=0.050 s=5.00 alpha=0.00
 SCAN m1: violated 0.00%, min 1.203e-03 at rs=0.050 s=5.00 alpha=0.00
 SCAN m2: violated 0.00%, min 2.382e-03 at rs=0.050 s=5.00 alpha=0.00
exchange max|m1|: PBE 2.9e-15, SCAN 8.5e-14, r2SCAN 1.1e-12, rSCAN 4.4e-01
Ga+ PBE/def2-SVP: E=-1924.04716 Ha, N=29.999999, Ts=1921.0746 Ha
 ratios at gamma=2: Ts 4.00000000, U 2.00000000, exact Ex 2.00000000
 PBE E[n_0.5]: fixed grid formula -1.304527 Ha, scaled density -1.304527 Ha
 LYP E[n_0.5]: fixed grid formula -1.240887 Ha, scaled density -1.240887 Ha
 SCAN E[n_0.5]: fixed grid formula -1.301048 Ha, scaled density -1.301048 Ha
 rSCAN x E[n_0.5]: fixed grid formula -36.798524 Ha, scaled density -36.798524 Ha
 gamma list (0.25, 0.5, 1.0, 2.0, 4.0)
 PBE: Ec=-1.43370 Ha (-39.01 eV), Tc=1.27965 Ha (34.82 eV), Uc=-2.71335 Ha
 PBE: curvature -2.31396 Ha (difference -2.31396); electrons with m0,m1,m2<0: 0.0000 0.0000 0.0000
 PBE: Ec[n_g]/g (Ha): -4.5299 -2.6091 -1.4337 -0.7599 -0.3927
 LYP: Ec=-1.45584 Ha (-39.62 eV), Tc=1.19041 Ha (32.39 eV), Uc=-2.64626 Ha
 LYP: curvature -1.98025 Ha (difference -1.98025); electrons with m0,m1,m2<0: 0.2803 0.0000 0.0482
 LYP: Ec[n_g]/g (Ha): -3.9121 -2.4818 -1.4558 -0.8038 -0.4255
 LYP: for rs<rB max s/s*(m1)=0.734 at rs=1.119 bohr, s=1.124
 LYP: smallest rs with m0<0: 4.026 bohr
 LYP gamma=4.0: electrons with m1<0: 0.4716, Tc[n_g]=1.59988 Ha
 SCAN: Ec=-1.44882 Ha (-39.42 eV), Tc=1.26615 Ha (34.45 eV), Uc=-2.71497 Ha
 SCAN: curvature -2.26007 Ha (difference -2.26007); electrons with m0,m1,m2<0: 0.0000 0.0000 0.0000
 SCAN: Ec[n_g]/g (Ha): -4.4629 -2.6021 -1.4488 -0.7772 -0.4055
 SCAN Ex[n_g]/(g Ex)-1: 0.0e+00 0.0e+00 0.0e+00 0.0e+00 0.0e+00
 rSCAN Ex[n_g]/(g Ex)-1: 1.6e-03 2.2e-04 0.0e+00 -1.8e-05 -2.0e-05
model n=C exp(-4.0 r)(1+0.5 cos(40.0 r)), r in bohr, N=2, C=5.09370 bohr^-3
 PBE: Ec=-0.02117 Ha, Tc=0.01740 Ha (difference 0.01740 Ha)
 LYP: Ec=0.42783 Ha, Tc=-0.08287 Ha (difference -0.08287 Ha)
 SCAN: Ec=-0.02848 Ha, Tc=0.02534 Ha (difference 0.02534 Ha)
```
